**Exact correlation potential of Hooke's atom at $k=1/4$, compared with LDA and PBE**

For $\Psi=C(1+r_{12}/2)e^{-(r_1^2+r_2^2)/4}$, $E=2$ hartree, the density is $n=A\,e\,g$ with $e=\exp(-r^2/2)$, $a=\sqrt{\pi/2}$, $F=a\,\mathrm{erf}(r/\sqrt2)$, $g=a(7+r^2)/4+(r+1/r)F+e$, and the correlation potential, zero at infinity, is $v_c=\frac12-\frac{rg'}{4g}+\frac{g''}{4g}-\frac{g'^2}{8g^2}+\frac{g'}{2rg}-\frac{v_H}2$, with $v_H$ the Hartree potential. The program asserts $H\Psi=2\Psi$ from symbolic derivatives, and compares the closed forms of $n$, $v_H$ and the conditional-amplitude parts of the potential with quadrature. It asserts the tail $1/(2r^2)-4/r^3+10/r^4-16/r^5$ against quadrature at 20 and 40 bohr, the eigenvalue $5/4$ and the density from a finite-difference solution in $v_s$, the identity $\int v_c(3n+rn')\,d^3r=E_c+T_c$, and the trap virial relation for the exact and exchange-only states. It asserts that the LDA (PW92) and PBE potentials match finite differences of their energies, that $v_c$ has two zeros out to 60 bohr, that LDA is negative and rising out to 6 bohr, and that PBE is negative out to 5 bohr with an interior minimum. The output gives $v_c(0)=+0.268$ eV, zeros at 0.244 and 2.703 Å and a minimum of $-0.977$ eV at 0.880 Å, against central values of $-1.624$ eV (LDA) and $-0.554$ eV (PBE). Switching $v_c$ off raises $n(0)$, lowers $n$ at the minimum of $v_c$ and raises $\langle r^2\rangle$ from 0.9948 to 0.9975 Å$^2$.

## Numerical check

```python
# Hooke's atom, k = 1/4, atomic units inside: H = sum(-lap/2 + r^2/8) + 1/r12,
# Psi = C (1 + r12/2) exp(-(r1^2+r2^2)/4), E = 2.  Under test: n = A e g and
#   v_c = 1/2 - r g'/(4g) + g''/(4g) - g'^2/(8g^2) + g'/(2rg) - v_H/2,
# a = sqrt(pi/2), e = exp(-r^2/2), F = a erf(r/sqrt2), g = a(7+r^2)/4 + (r+1/r)F + e.
# v_c = v_hole + v_kin + v_resp (parts from the conditional amplitude), signs + - +,
# tail 1/(2r^2).  LDA (PW92) and PBE correlation potentials on the same n are negative.
# Without v_c (exchange only): n(0) higher, n at the minimum of v_c lower, <r^2> larger.
import numpy as np, sympy as sp
from scipy.special import erf
from scipy.integrate import quad, cumulative_trapezoid as ctz
from scipy.optimize import brentq, minimize_scalar
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc
EV = pc['Hartree energy in eV'][0]; ANG = pc['Bohr radius'][0]*1e10
pi = np.pi; a = np.sqrt(pi/2); A = 2/(pi**1.5*(8+5*pi**.5)); C2 = 1/(4*pi**2.5*(8+5*pi**.5))
R0 = 1e-3  # stands for r = 0 (potentials differ by O(R0^2))

def gfun(r):
    e = np.exp(-r*r/2); F = a*erf(r/2**.5)
    return a*(7+r*r)/4+(r+1/r)*F+e, a*r/2+(1-1/r**2)*F+e/r, a/2+2*F/r**3-2*e/r**2
def dens(r):
    g, g1, g2 = gfun(r); e = A*np.exp(-r*r/2)
    return e*g, e*(g1-r*g), e*(g2-2*r*g1+(r*r-1)*g)
def vhxc(r):
    g, g1, g2 = gfun(r)
    return .5-r*g1/(4*g)+g2/(4*g)-g1**2/(8*g*g)+g1/(2*r*g)
def vH(r):
    e = np.exp(-r*r/2); F = a*erf(r/2**.5); G = pi**.5/2*erf(r)
    I1 = a*e*(9+r*r)/4+r*F*e+a*a-F*F+e*e
    I2 = a*(2.5*F-(r**3+10*r)*e/4)-(r*r+3)*e*F+4*G-r*e*e
    return 4*pi*A*(I2/r+I1)
vc = lambda r: vhxc(r)-vH(r)/2
vresp = lambda r: a/(8*gfun(r)[0])
vkin = lambda r: vresp(r)-(gfun(r)[1]/gfun(r)[0])**2/8
def gl(lo, hi, m):
    x, w = np.polynomial.legendre.leggauss(m); return lo+(hi-lo)*(x+1)/2, w*(hi-lo)/2
LDA, PBE = ',LDA_C_PW_MOD', ',GGA_C_PBE'
def xc(code, n, n1, d):
    rho = n if code == LDA else np.array([n, 0*n, 0*n, n1])
    return libxc.eval_xc(code, rho, spin=0, deriv=d)
def vlda(r):
    r = np.atleast_1d(r).astype(float); return xc(LDA, dens(r)[0], None, 1)[1][0]
def vpbe(r):
    r = np.atleast_1d(r).astype(float); n, n1, n2 = dens(r); _, v, f = xc(PBE, n, n1, 2)[:3]
    return v[0]-2*(v[1]*(n2+2*n1/r)+f[1]*n1**2+2*f[2]*n1**2*n2)

# Schroedinger equation in Cartesian coordinates
X = sp.symbols('x0:6'); s12 = sp.sqrt(sum((X[i]-X[i+3])**2 for i in range(3))); R2 = sum(x*x for x in X)
psi = (1+s12/2)*sp.exp(-R2/4)
eloc = sp.lambdify(X, -sum(sp.diff(psi, x, 2) for x in X)/(2*psi)+R2/8+1/s12)
for p in np.random.default_rng(1).normal(size=(5, 6)): assert abs(eloc(*p)-2) < 1e-11

def conditional(r):  # quadrature over electron 2: n, <1/r12>, v_kin, v_resp from definitions
    mu, wm = gl(-1, 1, 180); x, wx = gl(0, r+10 if r < 8 else 10, 180)
    x = x[:, None]; W = 2*pi*x*x*wx[:, None]*wm
    if r < 8: s = x+0*mu; q = r*r+x*x+2*r*x*mu   # centred on electron 1
    else: q = x*x+0*mu; s = np.sqrt(r*r+x*x-2*r*x*mu)  # centred on the trap
    W = W*np.exp(-q/2); f = 1+s/2; M = (W*f*f).sum()
    kin = .5*(W.sum()/4/M-((W*f*(r*r+s*s-q)/(4*r*s)).sum()/M)**2)
    resp = (W*(.5*(.25-f*(q+s*s-r*r)/(4*s)+f*f*q/4)+f*f*q/8)).sum()/M-.75
    return 2*C2*np.exp(-r*r/2)*M, (W*f*f/s).sum()/M, kin, resp
for r in (0.05, 0.7, 1.5, 2.5, 4.0, 6.0):
    nq, cond, kin, resp = conditional(r)
    assert abs(nq/dens(r)[0]-1) < 1e-9
    assert abs(cond+kin+resp-vhxc(r)) < 1e-9
    assert abs(kin-vkin(r)) < 1e-9 and abs(resp-vresp(r)) < 1e-9
    assert cond < vH(r)/2
    vq = quad(lambda t: 4*pi*t*t*dens(t)[0], 1e-6, r)[0]/r+quad(lambda t: 4*pi*t*dens(t)[0], r, 12)[0]
    assert abs(vq-vH(r)) < 1e-7
# tail series and its origin
u = sp.symbols('u', positive=True); y = sp.symbols('y', positive=True); P = y**2+4*y+7+4/y
P1, P2 = sp.diff(P, y), sp.diff(P, y, 2)
ser = sp.series(sp.cancel(sp.together((sp.Rational(1, 2)-y*P1/(4*P)+P2/(4*P)-P1**2/(8*P**2)
      + P1/(2*y*P)-1/y).subs(y, 1/u))), u, 0, 6).removeO()
co = [sp.expand(ser).coeff(u, j) for j in range(6)]
assert co == [0, 0, sp.Rational(1, 2), -4, 10, -16]
for r in (20., 40.):
    _, cond, kin, resp = conditional(r)
    assert abs(cond+kin+resp-1/r-float(ser.subs(u, 1/r))) < 30/r**6
    assert abs(resp*r*r-.5) < 2.5/r and abs(kin)*r*r < 2/r**2 and abs(cond-1/r)*r*r < 2.5/r
g0, g2c = 7*a/4+2, a/4+1/3; vH0 = 4*pi*A*(9*a/4+pi/2+1); vc0 = .5+1.5*g2c/g0-vH0/2
_, cond, kin, resp = conditional(R0); assert abs(cond+kin+resp-vH(R0)/2-vc0) < 1e-6 and vc0 > 0

# radial eigenproblem in v_s; exchange-only self-consistent solution (tolerances: O(h^2))
h = .004; rg = h*np.arange(1, 2251)
def ground(v):
    w, U = eigh_tridiagonal(1/h**2+v, -.5/h**2*np.ones(rg.size-1), select='i', select_range=(0, 0))
    return w[0], U[:, 0]**2/h
eps, u2 = ground(rg**2/8+vH(rg)/2+vc(rg))
assert abs(eps-1.25) < 1e-5 and np.max(abs(u2/(2*pi*rg**2)-dens(rg)[0])) < 2e-5
vJ = vH(rg)/2
for _ in range(50):
    ex, ux = ground(rg**2/8+vJ); out = ctz(ux/rg, rg, initial=0)
    new = (ctz(ux, rg, initial=0)+ux[0]*h/3)/rg+out[-1]-out; dv = np.max(abs(new-vJ)); vJ = (vJ+new)/2
assert dv < 1e-9
WHF = h*(ux*vJ).sum(); EHF = 2*ex-WHF; nx = ux/(2*pi*rg**2); nx0 = nx[0]; r2x = h*(ux*rg**2).sum()

# energies and virial identities
s, ws = gl(0, 16, 200); es = ws*s*s*np.exp(-s*s/4); f = 1+s/2; Nr = (es*f*f).sum()
T = 3/8+(es*(.5-f*s/4)**2).sum()/Nr; Wee = (es*f*f/s).sum()/Nr
r, w = gl(0, 8.5, 200); w = 4*pi*r*r*w; n, n1, _ = dens(r)
Ts = (w*n1**2/(8*n)).sum(); U = (w*n*vH(r)).sum()/2; r2 = (w*n*r*r).sum()/2
assert abs((w*n).sum()-2) < 1e-10 and abs(T+Wee+r2/4-2) < 1e-9
Ec = T+Wee-Ts-U/2; Tc = T-Ts
assert abs((w*vc(r)*(3*n+r*n1)).sum()-(Ec+Tc)) < 1e-8
assert 2 < EHF < 2-Ec
assert nx0 > A*g0
assert abs(r2/4-(2-Wee/2)/2) < 1e-9       # trap energy <r^2>/4 = (E - W/2)/2, exact state
assert abs(r2x/4-(EHF-WHF/2)/2) < 2e-5    # same relation, exchange only, grid error O(h^2)
assert r2x > r2+1e-3
# LDA and PBE potentials are the derivatives of their energies
r, w = gl(0, 7, 200); w = 4*pi*r*r*w; n, n1, _ = dens(r)
En = lambda c, n, n1: (w*n*xc(c, n, n1, 0)[0]).sum()
V = {'exact': vc(r), 'LDA': vlda(r), 'PBE': vpbe(r)}
for name, c in (('LDA', LDA), ('PBE', PBE)):
    for k in (.2, 1., 4.):
        b = np.exp(-k*r*r); d, d1 = n*b, (n1-2*k*r*n)*b; l = 1e-3
        fd = (En(c, n+l*d, n1+l*d1)-En(c, n-l*d, n1-l*d1))/(2*l)
        assert abs(fd-(w*V[name]*d).sum()) < 2e-7
n0 = A*g0; lap0 = 6*n0*(g2c/g0-.5); ks2 = 4*(3*pi*pi*n0)**(1/3)/pi; beta = 0.06672455060314922
shift = -beta*lap0/(2*ks2*n0); assert abs(vlda(R0)[0]+shift-vpbe(R0)[0]) < 1e-6 and shift > 0
# signs and shapes
x = np.linspace(R0, 60, 6000); vx = vc(x); iz = np.where(vx[1:]*vx[:-1] < 0)[0]; assert len(iz) == 2
z = [brentq(vc, x[i], x[i+1]) for i in iz]
opt = lambda fn, lo, hi: minimize_scalar(fn, bounds=(lo, hi), method='bounded', options={'xatol': 1e-8}).x
rmin = opt(vc, *z); rmax = opt(lambda t: -vc(t), z[1], 30)
nxmin = np.interp(rmin, rg, nx); assert nxmin < dens(rmin)[0]-2e-5
x = np.linspace(R0, 6, 1200); vl, vp = vlda(x), vpbe(x)
assert vl.max() < 0
assert np.all(np.diff(vl) > 0)
assert np.all(np.diff(vc(x[x < rmin])) < 0)
assert vp[x <= 5].max() < 0
assert abs(vp[x >= 5]).max() < 1e-5
assert vp.min() < vp[0]
i = vp.argmin(); rp = opt(lambda t: vpbe(t)[0], x[i-1], x[i+1])
vt = xc(LDA, np.array([2e-10, 3e-10]), None, 1)[1][0]; slope = np.log(vt[1]/vt[0])/np.log(1.5)
assert abs(slope-1/3) < .04  # next low-density term is of relative order rs^(-1/2)

print(f"1 hartree = {EV:.4f} eV, 1 bohr = {ANG:.6f} A")
print(f"k = {.25*EV/ANG**2:.4f} eV/A^2, hbar*omega = {.5*EV:.4f} eV")
print(f"E(2) = {(T+Wee+r2/4)*EV:.4f} eV, E(1) = {.75*EV:.4f} eV, eps_KS (grid) = {eps*EV:.4f} eV")
print(f"a = {a:.6f}, A = {A:.7f}, g0 = {g0:.6f}, g2 = {g2c:.6f} (a.u.)")
print(f"centre: n = {n0/ANG**3:.5f} A^-3, v_Hxc = {(vc0+vH0/2)*EV:.4f} eV, v_H/2 = {vH0/2*EV:.4f} eV")
print(f"v_c(0) = {vc0*EV:.4f} eV = {vc0:.6f} hartree")
r1 = 1/ANG; g, g1, g2 = gfun(r1)
print(f"r = 1 A = {r1:.6f} bohr: g = {g:.6f}, g' = {g1:.6f}, g'' = {g2:.6f} (a.u.)")
print("  terms of v_Hxc (eV): "+", ".join(f"{t*EV:.4f}" for t in (.5, -r1*g1/(4*g), g2/(4*g), -g1**2/(8*g*g), g1/(2*r1*g))))
print(f"  v_Hxc = {vhxc(r1)*EV:.4f}, v_H/2 = {vH(r1)/2*EV:.4f}, v_c = {vc(r1)*EV:.4f} eV")
print("r(A) n(A^-3) | eV: v_c v_hole v_kin v_resp v_LDA v_PBE")
for t in (0, .25, .5, .75, 1, 1.25, 1.5, 2, 2.5, 3):
    q = max(t/ANG, R0); row = (vc(q), vc(q)-vkin(q)-vresp(q), vkin(q), vresp(q), vlda(q)[0], vpbe(q)[0])
    print(f"{t:.2f} {dens(q)[0]/ANG**3:.3e} "+" ".join(f"{v*EV:8.4f}" for v in row))
print(f"zeros of v_c: {z[0]*ANG:.4f} A, {z[1]*ANG:.4f} A")
print(f"electrons inside the zeros: {quad(lambda t: 4*pi*t*t*dens(t)[0], 1e-6, z[0])[0]:.4f}, "
      f"{quad(lambda t: 4*pi*t*t*dens(t)[0], 1e-6, z[1])[0]:.5f}")
print(f"minimum: {vc(rmin)*EV:.4f} eV = {vc(rmin):.6f} hartree at {rmin*ANG:.4f} A")
print(f"outer maximum: {vc(rmax)*EV:.4f} eV at {rmax*ANG:.4f} A")
print(f"tail coefficients r^-2..r^-5 (a.u.): {co[2:]}; leading {float(co[2])*EV*ANG**2:.4f} eV A^2")
print(f"centre: rs = {(3/(4*pi*n0))**(1/3)*ANG:.4f} A, ks = {ks2**.5/ANG:.4f} 1/A, lap n = {lap0/ANG**5:.4f} A^-5")
print(f"beta = {beta:.6f} (a.u.), PBE gradient shift at centre = {shift*EV:.4f} eV")
print(f"PBE minimum: {vpbe(rp)[0]*EV:.4f} eV at {rp*ANG:.4f} A")
print(f"PBE highest value inside its minimum: {vp[:i].max()*EV:.4f} eV at {x[vp[:i].argmax()]*ANG:.3f} A")
print(f"centre minus minimum: exact {(vc0-vc(rmin))*EV:.4f} eV, PBE {(vp[0]-vpbe(rp)[0])*EV:.4f} eV")
print(f"PBE at 2.5 A: {vpbe(2.5/ANG)[0]*EV:.2e} eV; LDA dln|v|/dln n at low density: {slope:.3f}")
print(f"T = {T*EV:.4f}, Ts = {Ts*EV:.4f}, W = {Wee*EV:.4f}, U = {U*EV:.4f} eV")
print(f"Tc = {Tc*EV:.4f} eV, Ec + Tc = {(Ec+Tc)*EV:.4f} eV")
print(f"Ec exact = {Ec*EV:.4f} eV = {Ec:.6f} hartree")
print(f"Ec LDA = {En(LDA, n, n1)*EV:.4f} eV, Ec PBE = {En(PBE, n, n1)*EV:.4f} eV")
av = lambda v: (w*n*v).sum()/2; de = V['exact']-av(V['exact'])
for name, v in V.items():
    d = v-av(v)
    print(f"{name}: <v> = {av(v)*EV:.4f}, spread = {av(d*d)**.5*EV:.4f}, shifted rms error = {av((d-de)**2)**.5*EV:.4f},"
          f" virial = {(w*v*(3*n+r*n1)).sum()*EV:.4f} eV, corr = {av(d*de)/(av(d*d)*av(de*de))**.5:.3f}")
print(f"exchange only: E = {EHF*EV:.3f} eV, W = {WHF*EV:.3f} eV, eps = {ex*EV:.3f} eV, n(0) = {nx0/ANG**3:.4f} A^-3")
print(f"exchange only minus exact: dE = {(EHF-2)*EV:.3f} eV, dW/2 = {(WHF-Wee)/2*EV:.3f} eV")
print(f"n at minimum of v_c: exact {dens(rmin)[0]/ANG**3:.4f}, exchange only {nxmin/ANG**3:.4f} A^-3")
print(f"<r^2> per electron: exact {r2*ANG**2:.4f} A^2, exchange only {r2x*ANG**2:.4f} A^2")
print("PASS")
```

Printed output:

```
1 hartree = 27.2114 eV, 1 bohr = 0.529177 A
k = 24.2934 eV/A^2, hbar*omega = 13.6057 eV
E(2) = 54.4228 eV, E(1) = 20.4085 eV, eps_KS (grid) = 34.0142 eV
a = 1.253314, A = 0.0213005, g0 = 4.193300, g2 = 0.646662 (a.u.)
centre: n = 0.60276 A^-3, v_Hxc = 19.9002 eV, v_H/2 = 19.6322 eV
v_c(0) = 0.2680 eV = 0.009849 hartree
r = 1 A = 1.889726 bohr: g = 6.333325, g' = 2.122254, g'' = 0.882336 (a.u.)
  terms of v_Hxc (eV): 13.6057, -4.3078, 0.9477, -0.3819, 2.4126
  v_Hxc = 12.2763, v_H/2 = 13.2210, v_c = -0.9447 eV
r(A) n(A^-3) | eV: v_c v_hole v_kin v_resp v_LDA v_PBE
0.00 6.028e-01   0.2680  -1.7653   1.0166   1.0166  -1.6240  -0.5543
0.25 5.576e-01  -0.0118  -1.9118   0.9170   0.9830  -1.6077  -0.5572
0.50 4.377e-01  -0.5675  -2.1535   0.6900   0.8960  -1.5575  -0.6344
0.75 2.861e-01  -0.9309  -2.1758   0.4604   0.7846  -1.4710  -0.9094
1.00 1.527e-01  -0.9447  -1.9090   0.2912   0.6731  -1.3473  -1.3437
1.25 6.561e-02  -0.7424  -1.4998   0.1837   0.5737  -1.1888  -1.2028
1.50 2.252e-02  -0.4983  -1.1067   0.1187   0.4897  -1.0020  -0.3704
2.00 1.335e-03  -0.1673  -0.5854   0.0548   0.3632  -0.5910  -0.0034
2.50 3.146e-05  -0.0283  -0.3342   0.0285   0.2773  -0.2478  -0.0000
3.00 2.955e-07   0.0261  -0.2077   0.0162   0.2176  -0.0687  -0.0000
zeros of v_c: 0.2441 A, 2.7032 A
electrons inside the zeros: 0.0351, 1.99995
minimum: -0.9769 eV = -0.035902 hartree at 0.8804 A
outer maximum: 0.0546 eV at 4.3105 A
tail coefficients r^-2..r^-5 (a.u.): [1/2, -4, 10, -16]; leading 3.8100 eV A^2
centre: rs = 0.7344 A, ks = 2.5075 1/A, lap n = -4.4658 A^-5
beta = 0.066725 (a.u.), PBE gradient shift at centre = 1.0697 eV
PBE minimum: -1.4236 eV at 1.1017 A
PBE highest value inside its minimum: -0.5537 eV at 0.133 A
centre minus minimum: exact 1.2450 eV, PBE 0.8693 eV
PBE at 2.5 A: -5.97e-06 eV; LDA dln|v|/dln n at low density: 0.315
T = 18.0797, Ts = 17.2859, W = 12.1755, U = 28.0345 eV
Tc = 0.7938 eV, Ec + Tc = -0.2541 eV
Ec exact = -1.0479 eV = -0.038510 hartree
Ec LDA = -2.3453 eV, Ec PBE = -1.3978 eV
exact: <v> = -0.7297, spread = 0.2595, shifted rms error = 0.0000, virial = -0.2541 eV, corr = 1.000
LDA: <v> = -1.3512, spread = 0.2110, shifted rms error = 0.3091, virial = -1.0712 eV, corr = 0.149
PBE: <v> = -0.9163, spread = 0.3656, shifted rms error = 0.2429, virial = -0.4306 eV, corr = 0.748
exchange only: E = 55.469 eV, W = 14.012 eV, eps = 34.740 eV, n(0) = 0.6145 A^-3
exchange only minus exact: dE = 1.046 eV, dW/2 = 0.918 eV
n at minimum of v_c: exact 0.2117, exchange only 0.2102 A^-3
<r^2> per electron: exact 0.9948 A^2, exchange only 0.9975 A^2
PASS
```
